\section*{The Shockley-Ramo Current from Green's Reciprocity, with a Gated Channel}

\section{Which current should a particle simulation record?}

A Monte Carlo simulation of a transistor channel yields the position and velocity of every carrier at every time step. To obtain the drain current, one can count the carriers that cross the drain contact, arrivals minus emissions, or sum a contribution from every moving carrier, wherever it is. A count is zero between crossings; at constant electrode voltages the sum follows the current in the lead at all times, and changing voltages add a capacitive term. The choice matters for transients and noise, and the second method needs the correct weight for each carrier. The theorem below supplies both the weight and the capacitive term.

\section{Setting and theorem}

Perfectly conducting, immobile electrodes $k=1,\dots,N$ have surfaces $S_k$ and potentials $V_k(t)$. They bound a region $\Omega$ of permittivity $\varepsilon(\mathbf r)$, which may vary in space but depends neither on time nor on the field. Fields are quasi-static: $\mathbf D=-\varepsilon\nabla\phi$ and $\nabla\cdot\mathbf D=\rho$ at each instant. Any remaining boundary of $\Omega$ is insulating, with no normal component of $\mathbf D$ or of the carrier current.

The normal $\mathbf n$ on $S_k$ points from the metal into $\Omega$, so the surface charge of electrode $k$ is
\begin{equation}
Q_k=\oint_{S_k}\mathbf D\cdot\mathbf n\,dS .
\end{equation}
The lead current $I_k$ is positive when positive charge flows from the external circuit into electrode $k$.

The weighting potential $\psi_k$ is dimensionless and solves
\begin{equation}
\nabla\cdot(\varepsilon\nabla\psi_k)=0,\qquad
\psi_k=1\ \text{on }S_k,\qquad \psi_k=0\ \text{on }S_{j\ne k},
\end{equation}
with zero normal derivative on the insulating boundary. It contains no space charge and no applied voltage.

\paragraph{Theorem (Shockley--Ramo).} A carrier of charge $q$ at $\mathbf r(t)$, moving with velocity $\mathbf v$ inside $\Omega$, and changing electrode voltages produce the lead current
\begin{equation}
I_k=-q\,\mathbf v\cdot\nabla\psi_k(\mathbf r)+\sum_j C_{kj}\frac{dV_j}{dt}. \label{ramo}
\end{equation}
Here $C_{kj}$ is the charge on electrode $k$ when electrode $j$ is at unit potential, the others are grounded and $\Omega$ is free of charge. Contributions of several carriers add.

\section{Two lemmas and the proof}

\paragraph{Lemma 1 (Green's reciprocity).} Let $(\phi,\rho,V_k,Q_k)$ and $(\phi',\rho',V'_k,Q'_k)$ be two electrostatic states of the same structure. Then
\begin{equation}
\sum_kQ_kV'_k+\int_\Omega\rho\phi'\,d^3r
=\sum_kQ'_kV_k+\int_\Omega\rho'\phi\,d^3r. \label{green}
\end{equation}

\emph{Proof.} The product rule gives
\begin{align}
\nabla\cdot(\phi'\mathbf D-\phi\mathbf D')
&=\phi'\rho-\phi\rho'+\nabla\phi'\cdot\mathbf D-\nabla\phi\cdot\mathbf D'\nonumber\\
&=\phi'\rho-\phi\rho'-\varepsilon\nabla\phi'\cdot\nabla\phi
+\varepsilon\nabla\phi\cdot\nabla\phi'\nonumber\\
&=\phi'\rho-\phi\rho'.
\end{align}
Integrate over $\Omega$. The outward normal of $\Omega$ on an electrode is $-\mathbf n$, and the potentials are constant there, so the divergence theorem gives
\begin{equation}
\int_\Omega(\phi'\rho-\phi\rho')\,d^3r
=-\sum_k(V'_kQ_k-V_kQ'_k).
\end{equation}
The insulating boundary contributes nothing. At a dielectric interface $\phi$ and the normal part of $\mathbf D$ are continuous, so the contributions from its two sides cancel; interface charge can be included in $\rho$ as a thin layer. Rearrangement gives (\ref{green}). $\square$

The cancellation needs the same linear permittivity in both states. It survives for a symmetric permittivity tensor, but a field-dependent permittivity, as in a ferroelectric gate, generally destroys it.

\paragraph{Lemma 2 (induced charge).} For any charge density in $\Omega$,
\begin{equation}
Q_k=\sum_jC_{kj}V_j-\int_\Omega\rho\,\psi_k\,d^3r. \label{induced}
\end{equation}

\emph{Proof.} In (\ref{green}) take $\phi'=\psi_k$. Then $\rho'=0$, $V'_k=1$, the other $V'_j$ vanish, and $Q'_j=C_{jk}$. Hence
\begin{equation}
Q_k+\int_\Omega\rho\,\psi_k\,d^3r=\sum_jC_{jk}V_j.
\end{equation}
Applying (\ref{green}) to the two charge-free states $\psi_k$ and $\psi_j$ gives $C_{jk}=C_{kj}$, which completes the proof. $\square$

For a small smooth charge $q$ centred at $\mathbf r$, the integral tends to $q\psi_k(\mathbf r)$ as its radius shrinks, because $\psi_k$ is continuous. The divergent self-field of a point charge never enters.

\paragraph{Proof of the theorem.} Separate the moving carrier from the fixed charge density $\rho_{\rm f}$:
\begin{equation}
Q_k(t)=\sum_jC_{kj}V_j(t)-\int_\Omega\rho_{\rm f}\psi_k\,d^3r-q\psi_k(\mathbf r(t)).
\end{equation}
The capacitances, $\psi_k$ and the fixed-charge integral do not depend on time. The chain rule gives $d\psi_k(\mathbf r(t))/dt=\mathbf v\cdot\nabla\psi_k$. While the carrier is inside $\Omega$, charge can reach the electrode through its lead alone, so $I_k=dQ_k/dt$, which is (\ref{ramo}). Equation (\ref{induced}) is linear in $\rho$, so carriers add. $\square$

Bias, dopants and other carriers influence $\mathbf v$ through the forces they exert, but they do not alter $\psi_k$. A simulation therefore computes $\psi_k$ once for each electrode and reuses it while the geometry and permittivity stay fixed.

\section{Consequences for counting and averaging}

\paragraph{Arrival.} At constant voltage, integration of (\ref{ramo}) along a path gives
\begin{equation}
\int I_k\,dt=-q\left[\psi_k(\text{end})-\psi_k(\text{start})\right].
\end{equation}
From source to drain the drain lead receives $-q$, which is $+e$ for an electron. Just before impact the induced surface charge is $-q$; the carrier then brings $q$ and neutralises it. The merger needs no further pulse in the lead.

\paragraph{Sum of currents.} If the electrodes and insulating boundary enclose $\Omega$, the function $\sum_k\psi_k$ equals one on every electrode and satisfies the charge-free equation. The constant one does the same, and the solution is unique, so $\sum_k\psi_k=1$. Taking the gradient shows that the carrier-induced currents sum to zero.

\paragraph{Distributed carriers.} Let a moving density $\rho$ have current density $\mathbf J$, with $\partial_t\rho=-\nabla\cdot\mathbf J$. At constant voltages (\ref{induced}) gives
\begin{align}
\frac{dQ_k}{dt}&=\int_\Omega\psi_k\nabla\cdot\mathbf J\,d^3r\nonumber\\
&=-\oint_{S_k}\mathbf J\cdot\mathbf n\,dS-\int_\Omega\mathbf J\cdot\nabla\psi_k\,d^3r.
\end{align}
The surface term is the charge per unit time entering the metal from $\Omega$. Charge balance on the metal also reads $dQ_k/dt=I_k-\oint_{S_k}\mathbf J\cdot\mathbf n\,dS$. The surface terms cancel:
\begin{equation}
I_k=-\int_\Omega\mathbf J\cdot\nabla\psi_k\,d^3r. \label{cloud}
\end{equation}
This form remains valid while carriers cross the contacts.

In a stationary state the mean current density obeys $\nabla\cdot\overline{\mathbf J}=0$. Then $\overline{\mathbf J}\cdot\nabla\psi_k=\nabla\cdot(\psi_k\overline{\mathbf J})$, and (\ref{cloud}) becomes $\overline I_k=\oint_{S_k}\overline{\mathbf J}\cdot\mathbf n\,dS$: the lead supplies what leaves the metal for $\Omega$. The net count, arrivals minus emissions, and the weighted sum thus have the same long-time mean, although their time records differ. A count of arrivals alone does not: at zero bias carriers still reach the drain, while the mean current vanishes.

\section{First case: parallel plates}

Let two layers of thicknesses $d_1,d_2$ and permittivities $\varepsilon_1,\varepsilon_2$ fill the space between wide plates of area $S$. The left plate is grounded and the right one has voltage $V$. For the right plate, $\varepsilon\,d\psi/dx$ is the same constant $g$ in both layers. The total rise is one, so $g(d_1/\varepsilon_1+d_2/\varepsilon_2)=1$. A carrier in layer 1 with velocity $v$ to the right gives
\begin{equation}
I=\frac{1}{d_1/\varepsilon_1+d_2/\varepsilon_2}
\left(-\frac{qv}{\varepsilon_1}+S\frac{dV}{dt}\right).
\end{equation}
The second term is the ordinary capacitor current. If the carrier crosses layer 1 and stops at the interface, the lead has received less than one carrier charge in magnitude. For one uniform layer of thickness $L$ and constant voltage, an electron gives $I=ev/L$ throughout its flight.

\section{Second case: a channel between two gates}

Let $x$ run from source ($0$) to drain ($L$), and $y$ across a semiconductor body $|y|<a$ of permittivity $\varepsilon_s$. Oxides of thickness $t$ and permittivity $\varepsilon_o$ separate it from gates at $y=\pm b$, where $b=a+t$. The gates are tied together and span the full length; source and drain are ideal metal planes. The structure is uniform along its width, so $\psi$ does not depend on that coordinate, and a point electron is covered by a two-dimensional solution.

Separate variables with $\psi=X(x)\chi(y)$, where $X''=k^2X$ and $(\varepsilon\chi')'=-k^2\varepsilon\chi$. Modes even in $y$ that vanish on the gates are
\begin{equation}
\chi=\begin{cases}\cos ky,&|y|<a,\\ A\sin k(b-|y|),&a<|y|<b.\end{cases}
\end{equation}
Continuity of $\chi$ and of $\varepsilon\chi'$ at $y=a$ requires
\begin{equation}
\cos ka=A\sin kt,\qquad \varepsilon_s\sin ka=\varepsilon_oA\cos kt.
\end{equation}
If both sides of either equation vanish, as those of the second do for $a=2t$ and $k=\pi/2t$, the mode must be taken from these two conditions directly. Neither case occurs for the dimensions used below. Otherwise, dividing the second equation by the first and multiplying by $\tan kt$ gives
\begin{equation}
\varepsilon_s\tan(ka)\tan(kt)=\varepsilon_o. \label{root}
\end{equation}

Two modes are orthogonal with weight $\varepsilon$, because
\begin{align}
(k_n^2-k_m^2)\int_{-b}^{b}\varepsilon\chi_n\chi_m\,dy
&=\int_{-b}^{b}\left[\chi_n(\varepsilon\chi_m')'-\chi_m(\varepsilon\chi_n')'\right]dy\nonumber\\
&=\left[\varepsilon(\chi_n\chi_m'-\chi_m\chi_n')\right]_{-b}^{b}=0.
\end{align}
The drain potential vanishes at $x=0$ and equals one at $x=L$, hence
\begin{equation}
\psi_D=\sum_nc_n\chi_n(y)\frac{\sinh k_nx}{\sinh k_nL},\qquad
c_n=\frac{\int\varepsilon\chi_n\,dy}{\int\varepsilon\chi_n^2\,dy}. \label{series}
\end{equation}
The mode equation gives the numerator: $\int\varepsilon\chi_n\,dy=-[\varepsilon\chi_n']_{-b}^{b}/k_n^2=2\varepsilon_oA_n/k_n$. Integrating the squares gives
\begin{align}
c_n&=\frac{\varepsilon_oA_n}{k_nN_n},\\
N_n&=\varepsilon_s\left(\frac a2+\frac{\sin2k_na}{4k_n}\right)
+\varepsilon_oA_n^2\left(\frac t2-\frac{\sin2k_nt}{4k_n}\right).\nonumber
\end{align}
By mirror symmetry $\psi_S(x,y)=\psi_D(L-x,y)$, and $\psi_G=1-\psi_S-\psi_D$.

Several decay lengths from either end, the lowest mode dominates and $\psi_D$ grows as $e^{x/\lambda}$, with $\lambda=1/k_1$. If $k_1a$ and $k_1t$ are both small, which requires $\varepsilon_o\ll\varepsilon_s$, (\ref{root}) gives $\lambda\simeq\sqrt{\varepsilon_sat/\varepsilon_o}$. If the oxide thickness tends to zero, $k_1a\to\pi/2$ and $\lambda\to2a/\pi$: the body thickness then sets the range.

Where a gate meets a contact across a vanishing gap, the field grows inversely with distance from the corner, and the mutual capacitance diverges logarithmically. The carrier-induced current inside the channel stays finite. With changing voltages, the capacitive term needs the actual gap.

\section{One electron crossing the gated channel}

Take $L=20$ nm, body thickness $2a=6$ nm, $t=1$ nm, relative permittivities 11.7 and 3.9, and a constant speed of $10^7$ cm/s along the midline. The transit takes 200 fs. Since $ev=16.02\ \mu\mathrm{A\,nm}$, the ungated current would be $16.02/20=0.801\ \mu$A.

Numerical root finding in (\ref{root}) gives $k_1=0.2839\ \mathrm{nm}^{-1}$, so $\lambda=3.52$ nm; the amplitude is $c_1=1.140$. The small-argument estimate gives 3.0 nm. It is too short because $k_1a=0.85$ is not small and the tangent exceeds its argument.

At mid-channel the first mode alone gives
\begin{align}
\psi_D&\simeq\frac{c_1}{2\cosh(k_1L/2)}=\frac{1.140}{2\cosh2.839}=0.066,\\
I_D&\simeq ev\,k_1\psi_D\coth(k_1L/2)\nonumber\\
&=16.02\times0.2839\times0.0664\times1.007=0.304\ \mu\mathrm A.
\end{align}
The mode sum gives the following values, with currents in $\mu$A:
\begin{equation}
\begin{array}{rrrrr}
x\,(\mathrm{nm})&\psi_D&I_S&I_D&I_G\\
2&0.005&-2.60&0.04&2.56\\
5&0.015&-1.24&0.08&1.16\\
10&0.066&-0.30&0.30&0.00\\
15&0.275&-0.08&1.24&-1.16\\
18&0.626&-0.04&2.60&-2.56\\
19.5&0.900&-0.04&3.17&-3.13
\end{array}
\end{equation}

Drain current flows long before arrival, but the gates confine most of it to the last part of the path. On the midline $\psi_D$ reaches 0.1 at $x=11.43$ nm. The remaining 90\% of the drain charge therefore flows in $(20-11.43)/0.1=85.7$ fs. Beyond 13.43 nm the current exceeds the ungated value, and at 19.5 nm it is about four times as large. The total charge is $e$ in both cases; at this fixed speed the gates change the shape of the pulse.

At mid-channel $\psi_G=0.867$, so the electron induces $+0.867e$ on the gates. That charge enters through the gate lead during the first half of the flight and leaves during the second. A gate current thus flows although no carrier touches a gate; its time integral is zero because the electron starts and ends where $\psi_G=0$.

\section{Quantum corrections}

A quantum potential that merely modifies the force changes $\mathbf v$ and $\mathbf r$ in (\ref{ramo}), not $\psi_k$. If the method also spreads the carrier's charge over a rigid profile $g$ of unit integral, its flux is $q\mathbf vg$, and (\ref{cloud}) requires $\nabla\psi_k$ to be averaged over $g$.

For an electron at $x=12$ nm, the midline value is $I_D=0.535\ \mu$A. Confinement in the lowest state of a hard-walled body gives the density $\propto\cos^2(\pi y/2a)$. Averaging over it lowers the current to $0.511\ \mu$A, since $\cos k_1y$ falls away from the midline.

A wave packet can also spread along $x$. For a free Gaussian packet with centre $x_c$ and rms width $\sigma(t)$, continuity gives the flux $n[v+(x-x_c)\dot\sigma/\sigma]$, where $n$ is the normalised density. In the region where $\partial_x\psi_D\propto e^{k_1x}$, put $u=x-x_c$. The Gaussian averages $\langle e^{k_1u}\rangle=e^{k_1^2\sigma^2/2}$ and $\langle u\,e^{k_1u}\rangle=k_1\sigma^2e^{k_1^2\sigma^2/2}$ give the current ratio
\begin{equation}
\frac{I_{\rm packet}}{I_{\rm confined}}\simeq e^{k_1^2\sigma^2/2}
\left(1+\frac{k_1\sigma\dot\sigma}{v}\right).
\end{equation}
Let a minimum-uncertainty packet of mass $0.19m_e$ start with width 1.2 nm. After 3 fs its width is 1.421 nm. Because $\sigma^2-\sigma_0^2\propto\tau^2$ at age $\tau$, $\sigma\dot\sigma=(\sigma^2-\sigma_0^2)/\tau=0.193\ \mathrm{nm^2/fs}$. The ratio is $1.085\times1.548=1.68$, or $0.86\ \mu$A. Numerical integration of the packet flux with the full mode sum gives $0.855\ \mu$A. The increase comes mainly from the outward flux, which favours the side nearer the drain. That flux is large because the velocity spread $\hbar/2m\sigma_0=0.25$ nm/fs exceeds the mean velocity of 0.1 nm/fs, so about a third of the packet moves towards the source. The increase belongs to this preparation and age and is not a universal factor.

\section{Comparison with a silicon device}

The dimensions, permittivities and speed are rough values for a nanoscale double-gate silicon transistor; 0.6 V on the drain and 0.7 V on the gates are representative. Practical gates use thicker insulators of higher permittivity, and $\lambda$ depends on the physical thickness as well as on the capacitance: for $\varepsilon_o=20$ and $t=5.1$ nm, the same capacitance per area, (\ref{root}) gives 4.5 nm. The constant speed is a strong simplification. A collisionless electron gaining 0.6 eV, with transport mass $0.19m_e$ and a rough nonparabolicity of $0.5\ \mathrm{eV}^{-1}$, would reach $7.5\times10^7$ cm/s. Near the drain its current could thus be up to 7.5 times that listed, for a shorter time. Thermal motion matters too: at 300 K the classical rms speed along one axis is $1.55\times10^7$ cm/s for mass $0.19m_e$ and $0.70\times10^7$ cm/s for $0.92m_e$. Degeneracy modifies these speeds at high density. If a single subband of two valleys held $10^{13}$ electrons per $\mathrm{cm}^2$, its zero-temperature Fermi energy would be 63 meV, against a thermal energy of 26 meV. In a 6 nm body at 300 K, several subbands and the other valleys share the electrons, so the degeneracy is much weaker than this number suggests. These effects change the velocities and, through the subband occupation, the profile across the body over which $\nabla\psi_k$ is averaged: at $x=12$ nm and the same speed, the second hard-wall state gives $0.482\ \mu$A against $0.511\ \mu$A for the first. They leave $\psi_k$ and (\ref{cloud}) intact.

Real contacts are doped semiconductors. At $10^{20}\ \mathrm{cm}^{-3}$ a zero-temperature Thomas--Fermi estimate gives a screening length of 0.56 nm. Moving the effective drain plane back by this length lowers the drain signal in the exponential tail by $1-e^{-0.557/3.52}$, about 15\%. The contact's inverse plasma frequency, 3 fs, is short beside $\lambda/v=35$ fs at the speed used here. For the collisionless electron above, $\lambda/v$ is only 4.7 fs, and the contact can no longer be treated as responding instantly. Oxide polarisation is less clearly instantaneous: replacing 3.9 by a rough high-frequency value of 2.1 lengthens $\lambda$ to 4.5 nm. When the oxide permittivity depends on frequency and that of the body does not, $\psi_k$ depends on frequency too, and the instantaneous law becomes one with memory. Retardation is small, since light needs 0.23 fs to cross the channel length in the body material.
